# Charged-impurity mobility on an elliptical Fermi contour: a density-conserving Boltzmann solver

The relaxation-time calculation that is exact for a circular band can fail badly for an elliptical one, and solving the full equation has pitfalls of its own, which exist on a circle too. If each state gets a local rate weighted by one minus the cosine of the angle between the velocities, the heavy-axis mobility in the example below is 1355 cm²/Vs, where the Boltzmann equation gives 8959. If the full equation is put on a grid instead, its matrix is singular; and if the diagonal is integrated separately, and more accurately, the singularity disappears but electrons are created. The scheme below follows from curing these faults.

## The equation to be discretised

Consider one parabolic valley with \(\varepsilon=\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y\), spin degeneracy \(g=2\), density \(n\) and zero temperature. Electrons have charge \(-e\); units are Gaussian. Impurities of sheet density \(n_i\) lie at uncorrelated positions a distance \(d\) from the electron sheet. Scattering is elastic and treated in the Born approximation, so \(W(k,k')=W(k',k)\).

In a weak uniform field \(\mathbf E\), the steady state obeys
\[
-\frac e\hbar\mathbf E\cdot\nabla_k f=\sum_{k'}W(k,k')\,[f(k')-f(k)] .
\]
The Pauli factors have cancelled: \(f'(1-f)-f(1-f')=f'-f\). To first order the left side contains \(\nabla_kf_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon\). Write
\[
f=f_0-e\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf E\cdot\boldsymbol\Lambda(k).
\]
The energy factor is the same at \(k\) and \(k'\), so it cancels with \(e\mathbf E\), leaving
\[
\mathbf v(k)=\sum_{k'}W(k,k')[\boldsymbol\Lambda(k)-\boldsymbol\Lambda(k')].
\]
The vector \(\boldsymbol\Lambda\) is a mean free path that includes electrons scattered into \(k\).

Equal steps of polar angle do not carry equal numbers of states on an ellipse. The parametrisation
\[
k_x=\frac{\sqrt{2m_xE}}{\hbar}\cos\theta,\qquad
k_y=\frac{\sqrt{2m_yE}}{\hbar}\sin\theta
\]
has Jacobian \((\sqrt{m_xm_y}/\hbar^2)(\cos^2\theta+\sin^2\theta)\). Hence \(d^2k=(m_d/\hbar^2)\,dE\,d\theta\) with \(m_d=\sqrt{m_xm_y}\), and a uniform \(\theta\) grid has equal weights. The golden rule, \(W=(2\pi/\hbar)n_i|U|^2\delta(\varepsilon-\varepsilon')\) with \(\sum_{k'}\to\int d^2k'/(2\pi)^2\), becomes
\[
\mathbf v(\theta)=\int_0^{2\pi}\!d\theta'\,K(\theta,\theta')[\boldsymbol\Lambda(\theta)-\boldsymbol\Lambda(\theta')],\qquad
K=\frac{n_im_d}{2\pi\hbar^3}|U(q)|^2. \tag{1}
\]

The current is \(\mathbf j=-eg\int d^2k\,\mathbf v(f-f_0)/(2\pi)^2\). With \(\langle\cdots\rangle\) the average over \(\theta\), this gives \(\sigma_a=e^2D\langle v_a\Lambda_a\rangle\), where \(D=gm_d/(2\pi\hbar^2)\) is the density of states. Since \(n=DE_F\),
\[
\mu_a=\frac{\sigma_a}{ne}=\frac{e}{E_F}\langle v_a\Lambda_a\rangle. \tag{2}
\]
Reflection symmetry removes the off-diagonal mobility.

## Screening on the ellipse

The static random-phase polarisation is
\[
\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\frac{f_0(k)-f_0(k+q)}{\varepsilon_{k+q}-\varepsilon_k}.
\]
Set \(k_a=\sqrt{m_a/m_d}\,\tilde k_a\), and likewise for \(q\). The Jacobian is one and the band becomes circular with mass \(m_d\). The two terms contribute equally, so
\[
\Pi=2g\,\frac{2m_d}{\hbar^2}\int\!\frac{\tilde k\,d\tilde k}{4\pi^2}f_0
\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\phi}{\tilde q^2+2\tilde k\tilde q\cos\phi}.
\]
With \(t=\tan(\phi/2)\) the angular integral is elementary. It equals \(2\pi/(\tilde q\sqrt{\tilde q^2-4\tilde k^2})\) for \(2\tilde k<\tilde q\). For \(2\tilde k>\tilde q\) it has the form \(\mathrm P\int dt/(c^2-t^2)\), whose antiderivative \((2c)^{-1}\ln|(t+c)/(t-c)|\) vanishes at both ends, so it is zero. Substituting \(\tilde k=(\tilde q/2)\sqrt{1-u^2}\) then gives
\[
\Pi=D\int_0^1du\,f_0\big(e_q(1-u^2)\big),\qquad e_q=\frac{\hbar^2\tilde q^2}{8m_d}. \tag{3}
\]
Between two points of one contour, \(e_q=E\sin^2[(\theta-\theta')/2]\le E\). At \(T=0\) and \(E=E_F\) the integrand is therefore one and \(\Pi=D\). Dividing the bare interaction \(2\pi e^2e^{-qd}/(\kappa q)\) by \(1+2\pi e^2D/(\kappa q)\) yields
\[
|U(q)|=\frac{2\pi e^2}{\kappa}\frac{e^{-qd}}{q+q_s},\qquad q_s=\frac{gm_de^2}{\kappa\hbar^2}. \tag{4}
\]
Within this model the constant \(q_s\) is no long-wavelength approximation for on-shell scattering. The length \(q\) in (4) is the true one, not the scaled one, so the anisotropy remains in \(U\).

Direct momentum sums of \(\Pi/D\) test (3). At \(\tilde q=1.2k_F\), \(k_BT=0.03E_F\), the sum gives 1.000000. At \(\tilde q=1.8k_F\) and 300 K, sum and formula both give 0.695821. Here \(k_F=\sqrt{2m_dE_F}/\hbar\).

## The singular matrix and its cure

With \(N\) equally spaced angles, \(h=2\pi/N\), discretise the difference in (1) as one object:
\[
A_{ij}=\delta_{ij}\sum_lhK_{il}-hK_{ij},\qquad A\boldsymbol\Lambda=\mathbf v. \tag{5}
\]
The value \(K_{ii}\) cancels. The matrix is symmetric with zero row sums, and
\[
\phi^TA\phi=\tfrac12\sum_{ij}hK_{ij}(\phi_i-\phi_j)^2\ge0 .
\]
Because every \(K_{ij}\) is positive, this vanishes only if all \(\phi_i\) are equal. There is one null vector, \(\mathbf 1\).

A constant added to \(\boldsymbol\Lambda\) changes \(f\) by a multiple of \(-\partial f_0/\partial\varepsilon\), which is a shift of chemical potential and hence of density. Impurities cannot relax it, because they conserve the number of electrons at each energy. Multiplying (5) by \(\mathbf 1^T\) gives the condition for a solution, \(\sum_i\mathbf v_i=0\), which the velocity on this grid satisfies. The current does not depend on the constant either, for the same reason, but the density does, and a direct solver has nothing with which to fix it.

Let \(P=\mathbf 1\mathbf 1^T/N\) and solve
\[
(A+\alpha P)\boldsymbol\Lambda=\mathbf v,\qquad \alpha>0. \tag{6}
\]
Multiplication by \(\mathbf 1^T\) gives \(\alpha\sum_i\boldsymbol\Lambda_i=\sum_i\mathbf v_i=0\). The added term therefore vanishes on the solution: (5) holds, the density is unchanged and \(\alpha\) drops out. Its one effect is to move the zero eigenvalue to \(\alpha\). The mean diagonal element of \(A\) is a suitable size.

## Why a better diagonal makes a worse solver

It is tempting to compute the total rate \(\Gamma(\theta)=\int K\,d\theta'\) very accurately and put it on the diagonal. The fault lies in the cusp of \(K\) at \(q=0\). With \(\Delta=\theta'-\theta\), the transfer is \(q=2|\sin(\Delta/2)|\,Q(\theta+\Delta/2)\), where \(Q=|d\mathbf k/d\theta|\). Expanding (4) inside \(K\), with \(K_0=K(\theta,\theta)\),
\[
K=K_0-K_1|\Delta|-\tfrac12K_1'\Delta|\Delta|+\dots,\qquad
K_1=2K_0\left(d+\frac1{q_s}\right)Q(\theta), \tag{7}
\]
where the dots include smooth terms.

By Poisson summation, a trapezoidal sum over the period minus its integral is the sum of the integrand's Fourier transforms at \(\omega=2\pi\nu/h\), \(\nu\neq0\). At large \(\omega\) these come from the singular terms. A term \(|\Delta|^p\) with \(p\) odd has the transform \(2\,\mathrm{Re}\,[p!/(i\omega)^{p+1}]\), that is \(-2/\omega^2\) for \(p=1\) and \(12/\omega^4\) for \(p=3\). With \(\sum_{\nu\ge1}\nu^{-2}=\pi^2/6\) and \(\sum_{\nu\ge1}\nu^{-4}=\pi^4/90\), the errors are
\[
|\Delta|:\ -\frac{h^2}{6},\qquad |\Delta|^3:\ +\frac{h^4}{60}. \tag{8}
\]
Odd functions such as \(\Delta|\Delta|\) cancel between \(\nu\) and \(-\nu\).

With an exact diagonal, only the sum \(\sum_jhK_{ij}\phi_j\) has an error. Its term \(-K_1|\Delta|\phi\) makes it too large by \(h^2K_1\phi/6\), so the matrix changes by \(\delta A=-h^2K_1/6\). Acting on the constant, this is a negative relaxation rate: to first order, density grows at the rate \(h^2\langle K_1\rangle/6\). For the mobility, \(\delta\Lambda=-A^{-1}\delta A\,\Lambda\) and the symmetry of \(A\) give
\[
\delta\langle v\Lambda\rangle=-\langle\Lambda\,\delta A\,\Lambda\rangle
\;\Rightarrow\;
\delta\mu_a=\frac{eh^2}{6E_F}\langle K_1\Lambda_a^2\rangle. \tag{9}
\]

In the conserving form, \(K\) multiplies \(\Lambda(\theta)-\Lambda(\theta')=-\Lambda'\Delta-\frac12\Lambda''\Delta^2-\dots\) The leading product \(|\Delta|\Delta\) is odd and cancels. The next singular term is
\[
\tfrac12(K_1\Lambda''+K_1'\Lambda')|\Delta|^3=\tfrac12(K_1\Lambda')'|\Delta|^3 ,
\]
so \(\delta A\,\Lambda=(h^4/120)(K_1\Lambda')'\). Inserting this and integrating by parts over the closed contour,
\[
\mu_{a,N}-\mu_a=\frac{eh^4}{120E_F}\langle K_1(\Lambda_a')^2\rangle. \tag{10}
\]
The conserving scheme approaches the mobility from above, at fourth order. The asymptotic law requires the cusp to be resolved: \(2h(d+1/q_s)Q\) must be small all round the contour. Distant impurities and long contours need more points.

The solver is thus short: tabulate \(\mathbf k\), \(\mathbf v\) and \(K\) on the uniform \(\theta\) grid; form (5) with row sums from the same table; add \(\alpha P\); solve for two right-hand sides; average with (2). Doubling \(N\) should divide the error by 16.

## Limits that the solver must reproduce

For equal masses \(K\) depends on \(\Delta\) alone, so \(\cos m\theta\) and \(\sin m\theta\) are eigenvectors with rates
\[
\lambda_m=\int_{-\pi}^{\pi}K(\Delta)(1-\cos m\Delta)\,d\Delta. \tag{11}
\]
The velocity is an \(m=1\) function. Hence \(\boldsymbol\Lambda=\tau\mathbf v\) with \(1/\tau=\lambda_1\), and \(\langle v_x^2\rangle=E_F/m\) turns (2) into \(\mu=e\tau/m\). Particle conservation is the case \(\lambda_0=0\). With both masses equal to the example's \(m_d\), the matrix and adaptive quadrature of (11) both give 8756.130 cm²/Vs, with a relative difference of \(5\times10^{-9}\).

The approach to this limit is a further test. Take masses \(m_de^{-s}\) and \(m_de^{s}\), keeping \(n\) and \(m_d\) fixed. Changing the sign of \(s\) exchanges the axes, so \(\sqrt{\mu_x\mu_y}\) is even in \(s\) and must depart from the circular value as \(s^2\). The relative departures are 0.00293 at \(s=0.1\) and 0.01174 at \(s=0.2\), a factor of 4.00.

A second solvable case is constant \(U\), for any mass ratio. Then \(\int K\boldsymbol\Lambda(\theta')d\theta'=0\) for the solution of zero mean, so \(\boldsymbol\Lambda=\mathbf v/\Gamma\). Since \(\langle v_a^2\rangle=E_F/m_a\), the mobility is \(e/(\Gamma m_a)\) and \(\mu_x/\mu_y=m_y/m_x\). A departure from this ratio therefore measures the momentum dependence of the scattering.

## An anisotropic channel

Take round values in the rough regime of a few-layer black phosphorus channel between boron nitride layers: \(m_x=0.15m_e\), \(m_y=1.2m_e\), \(\kappa=5\), \(n=10^{13}\) cm\(^{-2}\), \(n_i=10^{12}\) cm\(^{-2}\), \(d=1.5\) nm. Then \(m_d=\sqrt{0.15\times1.2}\,m_e=0.424m_e\), \(E_F=56.4\) meV and \(q_s=3.21\) nm\(^{-1}\). The half-axes of the contour are 0.471 and 1.333 nm\(^{-1}\), in the ratio \(\sqrt8\).

With 512 points the mobilities are
\[
\mu_x=15\,006\ \mathrm{cm^2/Vs},\qquad \mu_y=8959\ \mathrm{cm^2/Vs},
\]
or 1.50 and 0.896 m²/Vs. Doubling the grid changes them by at most \(2.4\times10^{-8}\) of their value. These digits describe the numerical solution, not the accuracy of the model.

The ratio is 1.675, far below the value 8 for constant \(U\). The effective times \(\mu_am_a/e\) are 1280 fs along \(x\) and 6113 fs along \(y\), and indeed \(8\times1280/6113=1.675\). Reversing the motion at the end of the short axis takes \(q=2\times0.4713=0.943\) nm\(^{-1}\); at the end of the long axis it takes 2.666 nm\(^{-1}\). By (4) the ratio of the two rates is
\[
e^{2\times1.5\times(2.666-0.943)}\left(\frac{3.207+2.666}{3.207+0.943}\right)^2\approx176\times2.0\approx350 .
\]
Direct reversal is only part of the resistance, so 350 is not a ratio of mobilities, but it shows the trend: the smooth potential protects motion along the heavy axis, where the Fermi momentum is large. With \(d=0\) and the same \(q_s\), this protection is much weaker and \(\mu_x/\mu_y\) rises to 5.96.

No single time describes the \(x\) response: \(\Lambda_x/v_x\) is 1634 fs at \(\theta=0\) and 934 fs at \(45^\circ\). The cost of assuming one can be bounded. For any trial \(\phi\), the Cauchy–Schwarz inequality for the form \(A\) gives \(\langle v\phi\rangle^2=\langle\Lambda A\phi\rangle^2\le\langle v\Lambda\rangle\langle\phi A\phi\rangle\). Choosing \(\phi=v_a\) gives lower bounds of 13 409 and 7902 cm²/Vs, which lie 11% and 12% below the solution.

The local formula \(1/\tau(\theta)=\int K[1-\cos\angle(\mathbf v,\mathbf v')]d\theta'\) has no such guarantee. It gives 18 289 along \(x\), 22% too high, and 1355 along \(y\), 85% too low. Near \(\theta=90^\circ\) the velocity direction turns \(\sqrt8\) times as fast as \(\theta\), so a small step is charged eight times \(\Delta^2/2\), although \(v_y\propto\sin\theta\) falls by a fraction of just \(\Delta^2/2\). The formula counts a gain of \(x\) velocity as a loss of \(y\) current. This is only part of the error: with \(\theta'-\theta\) in place of the velocity angle it gives 2994 along \(y\), still 67% too low. The formula also lacks a term. With \(\Delta=\theta'-\theta\), the loss of \(v_y\) is proportional to \(\sin\theta-\sin\theta'=\sin\theta\,(1-\cos\Delta)-\cos\theta\sin\Delta\). On a circle the last part integrates to zero, because \(K\) is even in \(\Delta\); on an ellipse it generally does not. If all states share one rate, set by the contour average of \(v_y\) times its loss, the \(y\) mobility is 2916 without this part and 7902, the lower bound above, with it. Restoring it state by state does not rescue the local formula: the rate, the loss of \(v_y\) divided by \(v_y\), then becomes negative on part of the contour and no longer defines a relaxation time.

The spectrum shows the zero mode plainly. Its computed eigenvalue is \(9\times10^{-16}\) of the largest, while the nonzero rates run from 0.161 to 3.785 ps\(^{-1}\). After the projector is added the condition number is 23.5, the ratio of those two rates. The slowest mode, with lifetime \(1/0.161=6.2\) ps, also caps the effective times, since \(\langle vA^{-1}v\rangle/\langle v^2\rangle\) cannot exceed the inverse of the smallest nonzero rate. The 6.1 ps along \(y\) nearly reaches it.

At 128 points the two diagonals compare as follows; errors are in cm²/Vs.

| Diagonal | Error \(x,y\) | Predicted \(x,y\) |
|---|---:|---:|
| Same row sum | 0.0235, 0.0594 | 0.0235, 0.0597 |
| Separate integral | 158, 289 | 157, 279 |

Doubling the grid divides the conserving errors by 16.03 and 16.01. With the separate integral, density grows at 0.00595 ps\(^{-1}\), as predicted.

A test of the measure and prefactors in (1) and (2) uses neither the angular grid nor its Jacobian for the sums. The solution is put into a Cartesian \(k\)-space golden-rule sum, with the delta function replaced by a Gaussian of width \(0.01E_F\). At two contour points the sum returns the velocity within \(1.9\times10^{-4}\), relative to each component; the mobilities from the same mesh are 15 006 and 8959 cm²/Vs.

## How far the model can be trusted

**Thickness.** Give the layer a thickness of 2 nm and a density profile proportional to \(\cos^2(\pi z/2\,\mathrm{nm})\), with \(d\) held fixed from its centre. The mobilities fall to about 8400 and 4500 cm²/Vs, by 44% and 50%. Two effects act together: the average of \(e^{-q(d+z)}\) over a symmetric profile exceeds \(e^{-qd}\), and the average of \(e^{-q|z-z'|}\), which multiplies \(q_s\), is below one. Both raise \(U\). For this channel the ideal sheet is a poor quantitative model.

**Temperature.** At finite \(T\), the integral in (3) multiplies \(q_s\), and \(\langle v_a\Lambda_a\rangle\) is averaged over energy with weight \(-\partial f_0/\partial E\) at fixed density. At 10 K, where \(k_BT/E_F=0.015\), the mobilities are 14 784 and 8917 cm²/Vs, within 1.5% of the zero-temperature values. At 300 K the ratio is 0.46 and impurities alone would give 18 061 and 14 874. Weaker screening increases \(K\), and so lowers the mobility at each energy; the rise must come from the spread of carrier energies.

**Born approximation.** This can be sized in the circular band of mass \(m_d\). The potential in real space is defined by using (4) at all \(q\), although its constant screening is exact only up to \(2k_F\). With its phase shifts \(\delta_m\) and \(s_m=e^{2i\delta_m}-1\), the scattering amplitude is \((2\pi k)^{-1/2}\sum_ms_me^{im\phi}\) up to a phase. Weighting its square by \(1-\cos\phi\) gives
\[
\sigma_{tr}=\frac1{2k}\sum_m|s_m-s_{m+1}|^2=\frac2k\sum_{m=-\infty}^{\infty}\sin^2(\delta_m-\delta_{m+1}),
\]
and \(1/\tau=n_iv\sigma_{tr}\). At 2% of the potential strength, averaged over both signs, this rate is 0.99995 of the Born rate. At full strength it is 1.170 times the Born rate for repulsion and 0.807 times for attraction. In the circular band the full rate thus differs from the Born rate by up to about 20%, and reversing the sign of the charge changes it by a factor of 1.45, even before nonlinear screening is considered. On the ellipse the effect is slightly larger. Solving the Lippmann–Schwinger equation there with the same potential, and using \(|T|^2\) in place of \(|U|^2\) in (1), gives mobilities of about 12 600 and 7550 cm²/Vs for repulsion, and 19 500 and 11 500 cm²/Vs for attraction. The kinetic description itself is safer. In this circular band \(\hbar/(E_F\tau)=0.0055\) with the transport time; with the total scattering rate, which sets the level broadening, the ratio is 0.037, still small.

**Real channels.** Black phosphorus does have one light and one much heavier in-plane mass, and the values used here are rough. Its room-temperature channel mobilities are roughly hundreds to a thousand cm²/Vs, so the 300 K figures above are far from typical; they leave out phonons, which matter at that temperature. At low temperature, finite thickness costs about half the mobility. Exchange and correlation, which random-phase screening omits, can cost as much: the density parameter is \(r_s\approx2.9\), and a simple Hubbard local-field factor \(G=q/(2\sqrt{q^2+k_F^2})\), which replaces \(q_s\) by \(q_s(1-G)\), lowers the ideal-sheet mobilities to about 7300 and 5200 cm²/Vs if it is taken as a function of the scaled \(\tilde q\), or to about 7900 and 4800 if the true \(q\) is used. In the model \(\mu\propto1/n_i\), so an uncertain impurity density rescales both mobilities without changing their ratio. The light axis of a narrow-gap layer is also not exactly parabolic: take \(\varepsilon_x(1+\varepsilon_x/E_g)=\hbar^2k_x^2/2m_x\) with a gap \(E_g\) of 0.5 to 1 eV and set \(q_s\) by the new density of states. This dispersion alone lowers both ideal-sheet mobilities by about 5 to 9%. A two-band model also mixes the bands, and the overlap of the two-component states weakens backscattering along \(x\); with that overlap in the matrix element, \(\mu_x\) instead rises by about 6 to 11% and \(\mu_y\) falls by 1 to 2%. The effect is of order ten per cent, and its sign along \(x\) depends on what the model keeps. Dielectric mismatch, correlated impurity positions and higher subbands are also left out, and their effect has not been sized.

## Computed values

```
masses x, y: 0.15, 1.20 m_e
density-of-states mass: 0.4243 m_e
dielectric constant: 5.0
electron density: 1.00e+13 cm^-2
impurity density: 1.00e+12 cm^-2
impurity distance: 1.5 nm
Fermi energy: 56.42 meV
screening wavenumber: 3.2070 nm^-1
Fermi half-axes x, y: 0.4713, 1.3331 nm^-1
contour points: 512
mobility x, y: 15006.0, 8959.2 cm2/Vs
mobility x, y: 1.50060, 0.89592 m2/Vs
largest relative shift 512 to 1024 points: 2.4e-08
mobility ratio x/y: 1.675
inverse mass ratio (constant potential): 8.000
effective transport times x, y: 1279.8, 6112.6 fs
L_x/v_x at th = 0, 45 deg: 1634.1, 933.7 fs
third/first harmonic of L_x, L_y: 0.2360, 0.1243
null eigenvalue / largest: 9.3e-16
slowest nonzero, largest rate: 0.161, 3.785 1/ps
condition number after projector added: 23.5
Cartesian collision check, largest rel. error: 1.9e-04
mobility x, y from Cartesian sum: 15005.6, 8959.0 cm2/Vs
error ratio 128/256 points x, y: 16.03, 16.01
128-point error x, y: 2.348e-02, 5.941e-02 cm2/Vs
predicted 128-point error x, y: 2.354e-02, 5.965e-02 cm2/Vs
non-conserving 128-point error x, y: 158.271, 288.514 cm2/Vs
predicted non-conserving error x, y: 156.678, 279.459 cm2/Vs
spurious density growth, predicted: 0.00595, 0.00595 1/ps
circular mobility, matrix: 8756.130 cm2/Vs
circular mobility, quadrature: 8756.130 cm2/Vs
circular relative error: 4.9e-09
geometric-mean deviation, log anisotropy 0.1, 0.2: 2.932e-03, 1.174e-02
one-function lower bound x, y: 13409.3, 7901.8 cm2/Vs
local relaxation-time mobility x, y: 18288.9, 1355.1 cm2/Vs
polarisation/DOS at 1.2 kF, kT = 0.03 EF: 1.000000
polarisation/DOS at 1.8 kF, 300 K: sum, formula: 0.695821, 0.695821
kT/EF at 10 K, 300 K: 0.0153, 0.4582
mobility x, y at 10 K: 14784.4, 8917.4 cm2/Vs
mobility x, y at 300 K, impurities only: 18060.5, 14874.1 cm2/Vs
layer thickness for form-factor test: 2.0 nm
mobility x, y with finite thickness: 8382.7, 4523.1 cm2/Vs
weak-coupling phase-shift/Born rate: 0.99995
full/Born rate, circular: repulsive, attractive: 1.170, 0.807
hbar/(EF tau), circular Born: 0.0055
```
